# Interferometric defect detection and the factor of two over dark field

**Definitions and conventions**

A small particle on a wafer is illuminated for a dwell time $t$. Let $N_s$ be the mean number of its scattered photons that are detected in that time. In dark field the detector receives this scattered light and, ideally, nothing else. In interferometric detection a reference beam, which alone would give $N_r$ counts, is superposed on the scattered light before detection.

The comparison holds fixed the illumination of the particle, the collected light, the detection efficiency and the dwell. The reference is extra light and takes none from the particle. It is added without loss of scattered light; a combiner that passes a fraction $T$ of that light would replace $N_s$ by $TN_s$ in the interferometric results.

All light is coherent in the quantum-optical sense, so the counts are Poisson distributed and the variance equals the mean. The signal-to-noise ratio is

$$\mathrm{SNR}=\frac{|\text{change of the mean count caused by the particle}|}{\text{standard deviation with the particle present}} .$$

The gain $G$ is the interferometric SNR divided by that of ideal dark field.

**The belief and its appeal**

The belief runs as follows. Dark field measures scattered intensity, which falls as the sixth power of the particle diameter $d$. Interferometry measures scattered field, which falls only as $d^3$, that is, as volume. For small enough particles interferometry must therefore win by an ever larger factor.

Both scaling laws are correct. Take a sphere of refractive index $n$ and radius $d/2$, much smaller than the wavelength $\lambda$. In a nearly uniform field $E_0$ it acquires a uniform polarization $P=\varepsilon_0(n^2-1)E_{\rm in}$, whose surface charge produces the field $-P/(3\varepsilon_0)$ inside. Hence

$$E_{\rm in}=E_0-\frac{n^2-1}{3}E_{\rm in}\quad\Rightarrow\quad E_{\rm in}=\frac{3}{n^2+2}E_0 .$$

Multiplying $P$ by the volume $\frac{4\pi}{3}(d/2)^3$ gives the dipole moment

$$p=4\pi\varepsilon_0\left(\frac d2\right)^3K E_0,\qquad K=\frac{n^2-1}{n^2+2}.$$

The scattered field is proportional to $p$, hence to volume. A dipole radiates the power $\omega^4p^2/(12\pi\varepsilon_0c^3)$. Dividing by the incident intensity $\frac12\varepsilon_0cE_0^2$, with $k=\omega/c=2\pi/\lambda$, gives the cross-section

$$\sigma=\frac{8\pi}{3}k^4\left(\frac d2\right)^6K^2 .$$

For round parameters suited to ultraviolet wafer inspection, take $\lambda=266$ nm, $n=1.5$, $d=20$ nm, an intensity $I$ of 10 mW/µm², a dwell of 100 ns and a total detection efficiency $\eta=0.1$. Then $\sigma=0.2256$ nm² and the photon energy is 4.661 eV. The energy scattered in one dwell is

$$I\sigma t=(10^{10}\ \mathrm{W/m^2})(2.256\times10^{-19}\ \mathrm{m^2})(10^{-7}\ \mathrm s)=2.256\times10^{-16}\ \mathrm J,$$

or about 1408 eV. This is 302 photons, of which $N_s=30.2$ are detected. A 10 nm sphere gives 64 times fewer, $N_s=0.472$.

With $N_r=10^6$, the interference signal derived below is 10993 counts for the larger sphere and 1374 for the smaller, a fall by a factor of 8. For the smaller sphere, more than a thousand counts against less than one looks decisive. What is missing is the noise.

**The noise has its own scaling**

In dark field the signal is $N_s$ and its standard deviation is $\sqrt{N_s}$, so

$$\mathrm{SNR}_{\rm dark}=\frac{N_s}{\sqrt{N_s}}=\sqrt{N_s}\propto d^3 .$$

The signal falls as $d^6$, but its shot noise falls as $d^3$. The ratio already scales as volume.

For the interferometer, write the fields at the detector as $\sqrt{N_s}\,u_s$ and $\sqrt{N_r}\,u_r$, where each mode function satisfies $\int|u|^2=1$ over the detector. Define the overlap $m\ge0$ and the relative phase $\varphi$ by $\int u_r^*u_s=m\,e^{i\varphi}$. Squaring the total field and integrating gives

$$N=N_r+N_s+2m\sqrt{N_rN_s}\cos\varphi .$$

The particle changes the mean by $N-N_r$, and the standard deviation is $\sqrt N$. Therefore

$$\mathrm{SNR}_{\rm int}=\frac{|N_s+2m\sqrt{N_rN_s}\cos\varphi|}{\sqrt{N_r+N_s+2m\sqrt{N_rN_s}\cos\varphi}} .$$

Divide numerator and denominator by $\sqrt{N_r}$ and let $N_r$ grow at fixed $N_s$. The term $N_s/\sqrt{N_r}$ vanishes and the denominator tends to 1:

$$\mathrm{SNR}_{\rm int}\to2m|\cos\varphi|\sqrt{N_s},\qquad G\to2m|\cos\varphi|\le2 .$$

The last step uses the Cauchy–Schwarz inequality, $m\le1$. The reference multiplies the signal by $\sqrt{N_r}$ and brings a noise of $\sqrt{N_r}$, so its strength cancels.

For the 20 nm sphere the two SNRs are 5.50 and 10.99; for the 10 nm sphere they are 0.687 and 1.374. Both fall by a factor of 8, and the gain stays at 2. The interference signal of 10993 counts stands against a reference shot noise of 1000 counts.

The same factor follows from the quantum description. Let $a$ be the annihilation operator of the scattered mode, in a coherent state of real amplitude $\alpha=\sqrt{N_s}$. Adding a matched, in-phase reference amplitude $R=\sqrt{N_r}$ turns the counted operator into

$$(R+a^\dagger)(R+a)=R^2+R(a+a^\dagger)+a^\dagger a .$$

For large $R$ the signal and the noise come from $X=a+a^\dagger$. Its mean is $2\alpha$. Since $aa^\dagger=a^\dagger a+1$, its mean square is $\alpha^2+\alpha^2+2\alpha^2+1=4\alpha^2+1$, so its variance is 1 and the SNR is $2\alpha$. Direct counting has mean $\alpha^2$ and standard deviation $\alpha$. A numerical calculation with photon-number states at $\alpha=2$ gives 2.000 for counting and 4.000 for $X$.

Imperfect alignment reduces the gain. Two Gaussian modes $u=\sqrt{2/\pi}\,w^{-1}e^{-\rho^2/w^2}$ with waists $w_1$ and $w_2$ overlap by

$$m=\frac{2}{\pi w_1w_2}\int_0^\infty e^{-\rho^2(1/w_1^2+1/w_2^2)}\,2\pi\rho\,d\rho=\frac{2w_1w_2}{w_1^2+w_2^2}.$$

A waist ratio of 1.5 gives $m=0.923$. With a phase error of 30° as well, $G=2(0.923)(0.866)=1.60$.

**A weak reference and a flaw in the measure**

At finite reference strength, set $r=\sqrt{N_r/N_s}$ and $q=m\cos\varphi$. Dividing the general SNR by $\sqrt{N_s}$ gives

$$G=\frac{|1+2rq|}{\sqrt{1+r^2+2rq}} .$$

For constructive interference, $q\ge0$, the gain stays below 2 at every $r$. Squaring $G<2$ turns it into $1+4rq+4r^2q^2<4+4r^2+8rq$, which holds because $q^2\le1$. For perfect matching, $q=1$, the denominator is $1+r$ and

$$G=\frac{1+2r}{1+r}=1+\frac{r}{1+r} .$$

In the example $r=\sqrt{10^6/30.2}\approx182$ and $G=1.9945$.

Perfect destructive interference, $q=-1$ with $r>1$, behaves differently:

$$G=\frac{2r-1}{r-1}=2+\frac1{r-1} .$$

The gain now approaches 2 from above. The bound of two therefore needs its condition: the limit of a strong reference, or constructive interference.

Take $N_s=4$ and $N_r=16$, so $r=2$ and $G=3$. The particle lowers the mean count from 16 to 4. The SNR is $12/2=6$, against 2 in dark field. But it uses the small noise of the particle-present state and ignores the standard deviation of 4 when the particle is absent. Here a gain of 3 does not mean better detection than in dark field, as the decision errors below show.

**What the factor of two measures**

A fairer question is how well each method determines the scattered amplitude $a=\sqrt{N_s}$, now an ordinary number. Fisher information $F$ answers it: no unbiased estimate of $a$ has a variance below $1/F$. For a Poisson count $j$ with mean $N(a)$, the logarithm of the probability is $j\ln N-N-\ln j!$. Its derivative with respect to $a$ is $(j/N-1)N'$. The mean square of this derivative is $F$, and since $j$ has variance $N$,

$$F=\frac{N'^2}{N^2}\,N=\frac{N'^2}{N}.$$

In dark field $N=a^2$, so $F=(2a)^2/a^2=4$. With a matched reference of known phase, $N=N_r+a^2+2a\sqrt{N_r}\cos\varphi$ and

$$F=\frac{4(a+\sqrt{N_r}\cos\varphi)^2}{N}\le4 .$$

The inequality follows from $N-(a+\sqrt{N_r}\cos\varphi)^2=N_r(1-\cos^2\varphi)\ge0$. It holds for every reference strength and phase, destructive interference included. For amplitudes 3 (particle) and 7 (reference), explicit Poisson sums give $F=4.000$ in phase and in opposition, and 2.844 at 0.8 rad.

The reference thus adds no information about $a$. The lower bound on the standard error is $1/2$ either way, a relative error of $1/(2\sqrt{N_s})$; dark field approaches it when $N_s$ is large. Dark field reports $a^2$, whose relative error is twice as large for small errors, $1/\sqrt{N_s}$. The factor of two is the exponent in $N_s=a^2$. When diameter is the quantity sought, $a\propto d^3$ gives

$$\frac{\delta d}{d}=\frac13\frac{\delta a}{a}=\frac{1}{6\sqrt{N_s}},$$

which is 3% for the 20 nm sphere, or 0.6 nm, at best and for either method. This assumes that the index and all calibration factors are known.

**Deciding whether a particle is there**

Inspection first asks a yes/no question. Suppose that presence and absence are equally likely. The best rule picks, for each count, the hypothesis that makes it more probable, and its error probability is $\frac12\sum_j\min(p_0(j),p_1(j))$, with $p_0$ for absence and $p_1$ for presence.

In ideal dark field $p_0$ is zero except at $j=0$, where it is 1. The sum has one term:

$$P_{\rm dark}=\tfrac12e^{-N_s}.$$

With a strong matched reference the two distributions are nearly Gaussian, both of width $\sqrt{N_r}$, with means $2\sqrt{N_rN_s}$ apart. The best threshold lies midway, $\sqrt{N_s}$ standard deviations from each mean, so

$$P_{\rm int}=Q(\sqrt{N_s}),$$

where $Q(x)$ is the probability that a standard normal variable exceeds $x$.

| $N_s$ | dark field | strong reference |
|---|---|---|
| 0.25 | 0.389 | 0.309 |
| 4 | 0.0092 | 0.0227 |

The errors are equal at $N_s=1.54$. Below that the strong reference is better; above it, ideal dark field is better in spite of its lower SNR. A weak reference is a separate case: at $N_s=4$, an in-phase reference of only 0.001 counts lowers the dark-field error slightly, from 0.0092 to 0.0086. For large $x$, $Q(x)$ falls essentially as $e^{-x^2/2}$, so the interferometric error falls as $e^{-N_s/2}$ against $e^{-N_s}$. The destructive case with $G=3$ has an error of 0.0217 at $N_s=4$, also worse than dark field.

Real defects are rare, so false alarms matter more than equal priors suggest. A 300 mm wafer divided into cells of 0.1 µm² has $7.07\times10^{11}$ cells. A false-alarm probability of $10^{-12}$ per cell gives 0.71 false alarms per wafer on average. Ask now for the $N_s$ at which half the particles are caught.

With a strong reference, the threshold lies $z$ standard deviations above the empty mean, where $Q(z)=10^{-12}$. Half the particles are caught when the shift equals the threshold, $2\sqrt{N_s}=z$, so $N_s=z^2/4=12.4$. In ideal dark field one count suffices, and $1-e^{-N_s}=\frac12$ gives $N_s=\ln2=0.69$. Since $N_s\propto d^6$, these correspond to diameters of 17.2 nm and 10.7 nm at the example's settings.

The size of that advantage depends on how dark the background is. Let independent background counts have a known mean $B$ per cell. The dark-field threshold is then the smallest count that background alone reaches with probability at most $10^{-12}$.

| $B$ | threshold | $N_s$ for half capture |
|---|---|---|
| 0 | 1 | 0.69 |
| 0.01 | 5 | 4.66 |
| 0.1 | 8 | 7.57 |
| 1 | 15 | 13.67 |

One background count in a hundred cells raises the required signal nearly sevenfold. At one count per cell, dark field needs slightly more photons than the strong reference.

**Where interferometry does gain more**

The bound compares interferometry with background-free dark field. Suppose instead that the detector adds an independent noise variance $V$ whose mean is subtracted. The dark-field SNR becomes $N_s/\sqrt{N_s+V}$. If $N_r\gg V$, the interferometric SNR is unchanged, and for perfect matching the ratio of the two is

$$2\sqrt{1+\frac{V}{N_s}} .$$

A read noise of 10 counts gives $V=100$. For the 20 nm sphere the dark-field SNR falls to 2.65 while the interferometric one stays at 10.99, a ratio of 4.15. For $N_s\ll V$ this ratio grows as $1/\sqrt{N_s}\propto d^{-3}$. Here the belief is right, but the noise overcome is detector noise, not the shot noise of the scattered light. For rare defects the reference also wins once this noise is strong enough: at a false-alarm probability of $10^{-12}$, half capture takes more photons in dark field than with the strong reference when Gaussian read noise exceeds about 1.7 counts.

Surface roughness is another matter, because its scattered light, the haze, is coherent with the reference. Let the haze in the particle's mode have a complex Gaussian amplitude $b$ that varies from place to place, with $\langle|b|^2\rangle=N_b$, so that $\mathrm{Re}\,b$ has variance $N_b/2$. For a strong in-phase reference the random part of the mean count is $2\sqrt{N_r}\,\mathrm{Re}\,b$, with variance $2N_rN_b$. Adding the shot-noise variance $N_r$ gives

$$\mathrm{SNR}_{\rm int}=\frac{2\sqrt{N_rN_s}}{\sqrt{N_r+2N_rN_b}}=2\sqrt{\frac{N_s}{1+2N_b}} .$$

In dark field the mean count at one place is $|a+b|^2=a^2+2a\,\mathrm{Re}\,b+|b|^2$. Its average is $N_s+N_b$, which is also the average shot-noise variance. The second term adds the variance $4N_s(N_b/2)=2N_sN_b$. The third adds $N_b^2$, because $|b|^2$ is exponentially distributed. Their covariance vanishes, being odd in $b$. Hence

$$\mathrm{SNR}_{\rm dark}=\frac{N_s}{\sqrt{N_s(1+2N_b)+N_b(1+N_b)}} .$$

If a fraction $10^{-7}$ of the light falling on a cell becomes haze, detected with the same efficiency and all in the particle's mode, then $N_b=1.34$. Haze spread over several modes would cost both methods less. The SNRs for the 20 nm sphere drop to 2.83 and 5.73. Dividing the two formulas gives their ratio,

$$2\sqrt{1+\frac{N_b(1+N_b)}{N_s(1+2N_b)}} .$$

It is only 2.03 here because $N_s$ is much larger than $N_b$. For fainter particles it grows, to 3.35 for the 10 nm sphere, and finally as $1/\sqrt{N_s}\propto d^{-3}$, as with detector noise. Still, interferometry does not remove the haze: for the 20 nm sphere both methods lose about half their SNR, and for the 10 nm sphere the interferometric SNR is only 0.72. Nor does the SNR ratio carry over to the detection of rare defects: with this haze and a false-alarm probability of $10^{-12}$, catching half the particles takes $N_s\approx49$ in dark field and $N_s\approx45.5$ with the strong reference.

The reference also brings its own fluctuations. A relative power noise $\varepsilon$ per dwell adds the variance $\varepsilon^2N_r^2$ to $N_r$, so the interferometric SNR is divided by $\sqrt{1+\varepsilon^2N_r}$. With $\varepsilon=0.1\%$ and $N_r=10^6$ the divisor is $\sqrt2$, and the gain over ideal dark field falls to 1.41. For a single detector and a matched, in-phase reference, a gain close to 2 requires $N_s\ll N_r\ll1/\varepsilon^2$.

**The model beside a real inspection tool**

Deep-ultraviolet light, parallel detection and particles of tens of nanometres belong to real wafer inspection, but the values here are round choices, not those of a particular tool. With 1000 parallel cells the scan takes 70.7 s, without overheads, and needs 1.00 W on 100 µm². The small-sphere law is adequate: the full Mie series for a free sphere raises $\sigma$ by 0.4% at 20 nm. The free-space assumption is not.

At normal incidence on silicon of index $n_{\rm Si}$, continuity of the field and its slope gives $1+\mathcal R=\mathcal T$ and $1-\mathcal R=n_{\rm Si}\mathcal T$ for the reflected and transmitted amplitudes, so $\mathcal R=(1-n_{\rm Si})/(1+n_{\rm Si})$. With the rough value $n_{\rm Si}=2.0+4.4i$, the reflectance is 0.718. The intensity at the sphere's centre, a height $d/2$ above the surface, changes by the factor $|1+\mathcal Re^{ikd}|^2=0.596$. By reciprocity the same factor applies to light collected along the normal. Using it for all collected light gives $N_s=30.2\times0.596^2=10.7$ and SNRs of 3.28 and 6.55. Both fall and their ratio remains 2. The estimate is the limit of a narrow collection cone about the normal, although such a cone could not collect a tenth of the scattered light. Averaging the dipole's emission over a numerical aperture of 0.9, at the same free-space efficiency, lowers $N_s$ to about 7.8. Both estimates omit the field of the particle's own image in the surface, which in a quasi-static point-dipole estimate would raise them by about 8%. Oblique illumination would also change them.

Heating limits the remedy of more light. A power $P_a$ absorbed uniformly over a disc of radius $\varrho$ on a thick solid of conductivity $\kappa$ warms its centre, in the steady state, by

$$\Delta T=\int_0^{\varrho}\frac{P_a}{\pi\varrho^2}\,\frac{2\pi\rho\,d\rho}{2\pi\kappa\rho}=\frac{P_a}{\pi\varrho\kappa}.$$

Treating the illuminated area as a disc, with 0.282 W absorbed, $\varrho=5.64$ µm and a rough $\kappa=150$ W/(m K), this is 106 K for a resting spot. A 100 ns exposure of a cool surface stays below that value in this constant-conductivity model. The conductivity of silicon falls as it warms, roughly as the power $-1.3$ of the absolute temperature; for a surface initially at 300 K this would raise the resting-spot value to about 136 K. The main inputs and results are collected in the numerical output.

The choice between the methods thus depends on the noise that remains. Strong detector noise favours the reference, a dark and quiet detector favours direct counting of rare defects, and haze limits both.

## Table of computed values

```
wavelength 266 nm, sphere index 1.5
intensity 10 mW/um2, dwell 100 ns
detection efficiency 0.1, reference photons 1e+06
photon energy 4.661 eV
cross-section at 20 nm 0.2256 nm2
Mie/small-sphere ratio 1.0036, power of d 6.004
d = 10 nm: scattered photons detected 0.472
  interference signal 1374 counts
  SNR dark 0.687, strong ref 1.374
d = 20 nm: scattered photons detected 30.211
  interference signal 10993 counts
  SNR dark 5.496, strong ref 10.993
reference shot noise 1000 counts
Fock test, 4 photons: SNR 2.000, 4.000
gain at this finite reference, constructive 1.9945
waist ratio 1.5: overlap 0.9231
gain with that overlap and 30 deg phase 1.599
gain, destructive, Nr = 4 Ns: 3.000
  its decision error at Ns = 4: 0.02168
Fisher info: dark 4.0000, in phase 4.0000
  opposed 4.0000, at 0.8 rad 2.8441
  (amplitudes: particle 3, reference 7)
error at Ns = 0.25: dark 0.38940, strong ref 0.30854
error at Ns = 4.0: dark 0.00916, strong ref 0.02275
equal decision errors at Ns = 1.536 photons
300 mm wafer: 7.069e+11 cells of 0.1 um2
false alarms per wafer at 1e-12 per cell 0.71
scan time, 1000 channels 70.7 s
50% capture, strong ref: 12.37 photons
  dark, background 0.0: threshold 1, Ns 0.69
  dark, background 0.01: threshold 5, Ns 4.66
  dark, background 0.1: threshold 8, Ns 7.57
  dark, background 1.0: threshold 15, Ns 13.67
read noise 10 counts: gain 4.152
  SNR dark 2.647, ref 10.993
haze fraction 1e-07: 1.339 photons per cell
  SNR dark 2.826, ref 5.732
  gain with haze 2.028
laser noise 0.1 %: ref SNR 7.773
  gain with laser noise 1.414
silicon index (rough) 2.0 + 4.4i
  reflectance 0.718, drive factor 0.596
  photons 10.74, SNR dark 3.277
  SNR strong ref 6.553
total power 1.00 W on 100 um2
silicon conductivity (rough) 150 W/(m K)
steady heating of a resting spot 106 K
```
